# Two box averages and the potential step at a mismatched contact: a program that tests the result

```python
"""
Result under test: the planar-averaged electron potential energy U(z) of a
contact, convolved with two unit-area boxes of lengths L_m and L_s (the
periods of metal and semiconductor), is constant in both bulks, and the
two constants differ by the true difference of the bulk cell means.

Symbols: z normal coordinate (nm), metal at z < 0, semiconductor at z > 0;
U in eV; charge density in units of +e per nm^3; COUPLING = e^2/eps0 in
eV nm, so that U'' = COUPLING * density.  Each atomic plane is a neutral
pair of Gaussian sheets: ions (width ION_W) and electrons (width EL_W).
The model lies in the rough regime of aluminium on Si(111).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf

COUPLING = sc.e / sc.epsilon_0 * 1e9
L_m, L_s = 0.234, 0.314            # periods, nm
SIGMA_M, SIGMA_S = 42.0, 31.0      # valence charge per plane, e/nm^2
ION_W, EL_W = 0.03, 0.08           # Gaussian widths, nm
Q_TR, D_TR, W_TR = 0.5, 0.2, 0.05  # transfer e/nm^2, distance, width nm
MU_F, MU_V, GAP = 6.3, 5.0, 1.12   # band terms and gap, eV

sheets = [(-(n + 0.5) * L_m, SIGMA_M) for n in range(20)]
for n in range(15):
    for side in (-1, 1):
        sheets.append(((n + 0.5) * L_s + side * L_s / 8, SIGMA_S))


def gauss(z, width):
    return np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def sheet_potential(z, width):
    """Even function whose second derivative is the unit Gaussian."""
    return 0.5 * z * erf(z / (width * np.sqrt(2))) + width**2 * gauss(z, width)


def potential(z):
    total = Q_TR * (sheet_potential(z + D_TR / 2, W_TR)
                    - sheet_potential(z - D_TR / 2, W_TR))
    for pos, sigma in sheets:
        total = total + sigma * (sheet_potential(z - pos, ION_W)
                                 - sheet_potential(z - pos, EL_W))
    return COUPLING * total


def density(z):
    total = Q_TR * (gauss(z + D_TR / 2, W_TR) - gauss(z - D_TR / 2, W_TR))
    for pos, sigma in sheets:
        total = total + sigma * (gauss(z - pos, ION_W) - gauss(z - pos, EL_W))
    return total


nodes, weights = np.polynomial.legendre.leggauss(32)


def box_average(func, z, length):
    z = np.atleast_1d(z)
    return func(z[:, None] + nodes * length / 2) @ weights / 2


def double_average(func, z, len1, len2):
    """Two successive box averages by Gauss-Legendre quadrature."""
    z = np.atleast_1d(z)
    shift = (nodes[:, None] * len1 / 2 + nodes * len2 / 2).ravel()
    weight = np.outer(weights, weights).ravel() / 4
    return func(z[:, None] + shift) @ weight


# Planar averaging gives a one-layer period despite sideways stacking shifts.
def stacked(x, z, cell=0.3, layer=0.25):
    return sum(np.exp(-((x - (m + n / 3) * cell)**2 + (z - n * layer)**2)
                      / (2 * 0.06**2))
               for n in range(-8, 9) for m in range(-10, 11))


x_grid = np.arange(24) * 0.3 / 24
assert abs(stacked(x_grid, 0.03).mean() - stacked(x_grid, 0.28).mean()) < 1e-10
assert abs(stacked(0.0, 0.03) - stacked(0.0, 0.28)) > 0.01

# Plateaus against cell means from layer second moments and from quadrature.
second = (ION_W**2 - EL_W**2) / 2
jump_tr = COUPLING * Q_TR * D_TR
mean_m = COUPLING * SIGMA_M * second / L_m - jump_tr / 2
mean_s = COUPLING * 2 * SIGMA_S * second / L_s + jump_tr / 2
z_s = 1.5 + np.arange(64) * L_s / 64
z_m = -1.5 - L_m + np.arange(64) * L_m / 64
flat_m = double_average(potential, z_m, L_m, L_s)
flat_s = double_average(potential, z_s, L_m, L_s)
assert np.max(abs(flat_m - mean_m)) < 1e-8
assert np.max(abs(flat_s - mean_s)) < 1e-8
assert abs(quad(potential, -1.5 - L_m, -1.5)[0] / L_m - mean_m) < 1e-7
assert abs(quad(potential, 1.5, 1.5 + L_s)[0] / L_s - mean_s) < 1e-7
step = flat_s.mean() - flat_m.mean()

# One window: its own crystal is smoothed, the other keeps known harmonics.
raw_m, raw_s = potential(z_m), potential(z_s)
one_m = box_average(potential, z_m, L_s)
one_s = box_average(potential, z_s, L_m)
assert np.ptp(box_average(potential, z_m, L_m)) < 1e-8
assert np.ptp(box_average(potential, z_s, L_s)) < 1e-8
for raw, one, ratio, orders in ((raw_m, one_m, L_s / L_m, (1, 2)),
                                (raw_s, one_s, L_m / L_s, (1, 3))):
    f_raw, f_one = np.fft.fft(raw), np.fft.fft(one)
    for n in orders:
        assert abs(f_one[n] / f_raw[n] - np.sinc(n * ratio)) < 1e-8

# The joint kernel is a trapezoid.
half_base, half_top = (L_m + L_s) / 2, abs(L_m - L_s) / 2


def trapezoid(t):
    return np.clip(half_base - abs(t), 0, min(L_m, L_s)) / (L_m * L_s)


by_kernel = quad(lambda t: trapezoid(t) * potential(0.1 + t), -half_base,
                 half_base, points=[-half_top, half_top], limit=200)[0]
assert abs(by_kernel - double_average(potential, 0.1, L_m, L_s)[0]) < 1e-6


# Abrupt junction: constancy starts at half the kernel base, not before.
def abrupt(z):
    return np.where(z < 0, -1 + 3 * np.cos(2 * np.pi * z / L_m + 0.3),
                    2 + 4 * np.cos(2 * np.pi * z / L_s + 1.0))


edge = double_average(abrupt, np.array([-1.001, 1.001, 0.7]) * half_base,
                      L_m, L_s)
assert abs(edge[0] + 1) < 1e-10 and abs(edge[1] - 2) < 1e-10
assert abs(edge[2] - 2) > 0.01

# Linear terms survive unchanged; curvature adds a constant.
slow = double_average(lambda z: 0.3 * z + 0.5 * 0.8 * z**2, 0.7, L_m, L_s)[0]
assert abs(slow - (0.3 * 0.7 + 0.4 * 0.7**2
                   + 0.8 * (L_m**2 + L_s**2) / 24)) < 1e-12

# The step is the dipole of the filtered charge.
z_q = np.linspace(-3, 3, 301)
rho_f = double_average(density, z_q, L_m, L_s)
assert np.max(abs(rho_f[abs(z_q) > 1.5])) < 1e-8
assert abs(np.sum(rho_f) * (z_q[1] - z_q[0])) < 1e-8
dipole = np.sum(z_q * rho_f) * (z_q[1] - z_q[0])
assert abs(-COUPLING * dipole - step) < 1e-6

# Alignment rule: levels in the local contact potential against bulk levels.
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18


def lowest_level(coefficient, length):
    orders = np.arange(-12, 13)
    ham = np.array([[coefficient(a - b) for b in orders] for a in orders],
                   dtype=complex)
    ham += np.diag(KIN * (2 * np.pi * orders / length)**2)
    return np.linalg.eigvalsh(ham)[0]


def bulk_coefficient(n, length, sigma, offsets):
    if n == 0:
        return 0.0
    g = 2 * np.pi * n / length
    form = np.exp(-(g * ION_W)**2 / 2) - np.exp(-(g * EL_W)**2 / 2)
    return -COUPLING * sigma / length * form / g**2 * sum(
        np.cos(g * off) for off in offsets)


four_m, four_s = np.fft.fft(raw_m) / 64, np.fft.fft(raw_s) / 64
local_m = lowest_level(lambda n: four_m[n], L_m)
local_s = lowest_level(lambda n: four_s[n], L_s)
bulk_m = lowest_level(lambda n: bulk_coefficient(n, L_m, SIGMA_M, [0]), L_m)
bulk_s = lowest_level(lambda n: bulk_coefficient(
    n, L_s, SIGMA_S, [-L_s / 8, L_s / 8]), L_s)
assert abs((local_s - local_m) - (bulk_s - bulk_m + step)) < 1e-7

phi_p = MU_F - MU_V - step
phi_n = GAP - phi_p

# Window lengths wrong by one per cent.
bad_m = np.ptp(double_average(potential, z_m, 1.01 * L_m, L_s)) / 2
bad_s = np.ptp(double_average(potential, z_s, L_m, 1.01 * L_s)) / 2
pred_m = 2 * abs(four_m[1] * np.sinc(1.01) * np.sinc(L_s / L_m))
pred_s = 2 * abs(four_s[1] * np.sinc(1.01) * np.sinc(L_m / L_s))
assert abs(bad_m / pred_m - 1) < 0.05  # higher harmonics are left out
assert abs(bad_s / pred_s - 1) < 0.05

# Effects outside the model, rough silicon inputs, SI units inside.
TEMP, DONORS, EPS_R = 300.0, 1e23, 11.7
M_DOS, M_LONG, M_TRANS = 1.08, 0.92, 0.19
BREAKDOWN = 0.5                    # MV/cm, rough
VARSHNI_A, VARSHNI_B = 4.7e-4, 640.0
eps = EPS_R * sc.epsilon_0
kt = sc.k * TEMP / sc.e
n_c = 2 * (M_DOS * sc.m_e * sc.k * TEMP / (2 * np.pi * sc.hbar**2))**1.5
dos_sum = ((2 * M_DOS * sc.m_e * sc.k * TEMP / sc.hbar**2)**1.5
           / (2 * np.pi**2)
           * quad(lambda x: np.sqrt(x) * np.exp(-x), 0, np.inf)[0])
assert abs(dos_sum / n_c - 1) < 1e-6
below_band = kt * np.log(n_c / DONORS)
bending = phi_n - below_band
field = np.sqrt(2 * sc.e * DONORS * bending / eps)
width = eps * field / (sc.e * DONORS)
drop = width * quad(lambda u: sc.e * DONORS * width * (1 - u) / eps, 0, 1)[0]
assert abs(drop - bending) < 1e-9
lowering = np.sqrt(sc.e * field / (4 * np.pi * eps))
top = minimize_scalar(
    lambda x: field * x * 1e-9 + sc.e / (16 * np.pi * eps * x * 1e-9),
    bounds=(0.05, 50), method="bounded")
assert abs(top.fun - lowering) < 1e-6
normal = np.ones(3) / np.sqrt(3)
inverse = [sum(normal[i]**2 / (M_LONG if i == axis else M_TRANS)
               for i in range(3)) for axis in range(3)]
assert np.ptp(inverse) < 1e-12     # all valleys are alike along [111]
m_111 = 1 / inverse[0]
tunnel = sc.hbar / 2 * np.sqrt(DONORS / (m_111 * sc.m_e * eps))
curv_shift = (sc.e * DONORS / eps * 1e-18) * (L_m**2 + L_s**2) / 24
gap_change = VARSHNI_A * TEMP**2 / (TEMP + VARSHNI_B)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("metal period", L_m, "nm")
show("semiconductor period", L_s, "nm")
show("metal plane charge", SIGMA_M, "e/nm2", 1)
show("semiconductor plane charge (2 per period)", SIGMA_S, "e/nm2", 1)
show("ion sheet width", ION_W, "nm")
show("electron sheet width", EL_W, "nm")
show("transferred charge", Q_TR, "e/nm2", 2)
show("transfer distance", D_TR, "nm", 2)
show("transfer sheet width", W_TR, "nm", 2)
show("e^2/eps0", COUPLING, "eV nm", 4)
show("kernel base", 2 * half_base, "nm")
show("kernel top", 2 * half_top, "nm")
show("raw peak-to-peak, metal", np.ptp(raw_m), "eV")
show("raw peak-to-peak, semiconductor", np.ptp(raw_s), "eV")
show("first-harmonic factor, metal", np.sinc(L_s / L_m), "(no unit)", 4)
show("first-harmonic factor, semic.", np.sinc(L_m / L_s), "(no unit)", 4)
show("one-window peak-to-peak, metal", np.ptp(one_m), "eV")
show("one-window peak-to-peak, semic.", np.ptp(one_s), "eV")
print(f"two-window peak-to-peak, metal: {np.ptp(flat_m):.1e} eV")
print(f"two-window peak-to-peak, semic.: {np.ptp(flat_s):.1e} eV")
show("metal plateau", flat_m.mean(), "eV", 4)
show("semiconductor plateau", flat_s.mean(), "eV", 4)
show("step from plateaus", step, "eV", 4)
show("step from layer moments", mean_s - mean_m, "eV", 4)
show("  part from charge transfer", jump_tr, "eV", 4)
show("  part from second moments", mean_s - mean_m - jump_tr, "eV", 4)
show("filtered charge dipole", dipole, "e/nm", 5)
show("step from filtered dipole", -COUPLING * dipole, "eV", 4)
z_show = np.array([-1.5, -0.4, -0.2, 0.0, 0.2, 0.4, 1.5])
for z_val, raw_val, avg in zip(z_show, potential(z_show),
                               double_average(potential, z_show, L_m, L_s)):
    print(f"z {z_val:.1f} nm: raw {raw_val:.3f} eV, filtered {avg:.3f} eV")
show("E_F above metal mean", MU_F, "eV", 2)
show("E_V above semiconductor mean", MU_V, "eV", 2)
show("gap", GAP, "eV", 2)
show("p-type barrier", phi_p, "eV")
show("n-type barrier", phi_n, "eV")
show("1% window error, ripple amplitude, metal", bad_m * 1e3, "meV", 1)
show("1% window error, ripple amplitude, semic.", bad_s * 1e3, "meV", 1)
print(f"temperature: {TEMP:.0f} K; donors: {DONORS * 1e-6:.1e} cm^-3")
print(f"rough inputs: eps_r {EPS_R}, m_dos {M_DOS}, m_l {M_LONG}, m_t {M_TRANS}")
show("band bending", bending, "eV")
show("depletion width", width * 1e9, "nm", 1)
show("peak depletion field", field * 1e-8, "MV/cm")
show("rough breakdown field", BREAKDOWN, "MV/cm", 1)
show("potential drop over 1 nm at peak field", field * 1e-6, "meV", 1)
print(f"plateau shift from depletion curvature: {curv_shift:.1e} eV")
show("image-force lowering", lowering * 1e3, "meV", 1)
show("mass along [111]", m_111, "electron masses")
show("tunnelling energy E00", tunnel * 1e3, "meV", 1)
show("thermal energy", kt * 1e3, "meV", 1)
show("Fermi level below conduction band", below_band, "eV")
show("gap decrease from 0 K to 300 K", gap_change * 1e3, "meV", 0)
print("every check passed")
```

Running it gives:

```
metal period: 0.234 nm
semiconductor period: 0.314 nm
metal plane charge: 42.0 e/nm2
semiconductor plane charge (2 per period): 31.0 e/nm2
ion sheet width: 0.030 nm
electron sheet width: 0.080 nm
transferred charge: 0.50 e/nm2
transfer distance: 0.20 nm
transfer sheet width: 0.05 nm
e^2/eps0: 18.0951 eV nm
kernel base: 0.548 nm
kernel top: 0.080 nm
raw peak-to-peak, metal: 11.337 eV
raw peak-to-peak, semiconductor: 13.501 eV
first-harmonic factor, metal: -0.2085 (no unit)
first-harmonic factor, semic.: 0.3065 (no unit)
one-window peak-to-peak, metal: 2.341 eV
one-window peak-to-peak, semic.: 4.259 eV
two-window peak-to-peak, metal: 1.1e-14 eV
two-window peak-to-peak, semic.: 1.8e-14 eV
metal plateau: -9.8363 eV
semiconductor plateau: -8.9208 eV
step from plateaus: 0.9155 eV
step from layer moments: 0.9155 eV
  part from charge transfer: 1.8095 eV
  part from second moments: -0.8940 eV
filtered charge dipole: -0.05060 e/nm
step from filtered dipole: 0.9155 eV
z -1.5 nm: raw -14.838 eV, filtered -9.836 eV
z -0.4 nm: raw -10.681 eV, filtered -9.836 eV
z -0.2 nm: raw -6.290 eV, filtered -9.652 eV
z 0.0 nm: raw -3.445 eV, filtered -9.379 eV
z 0.2 nm: raw -13.809 eV, filtered -9.105 eV
z 0.4 nm: raw -10.038 eV, filtered -8.922 eV
z 1.5 nm: raw -7.550 eV, filtered -8.921 eV
E_F above metal mean: 6.30 eV
E_V above semiconductor mean: 5.00 eV
gap: 1.12 eV
p-type barrier: 0.384 eV
n-type barrier: 0.736 eV
1% window error, ripple amplitude, metal: 11.6 meV
1% window error, ripple amplitude, semic.: 21.1 meV
temperature: 300 K; donors: 1.0e+17 cm^-3
rough inputs: eps_r 11.7, m_dos 1.08, m_l 0.92, m_t 0.19
band bending: 0.590 eV
depletion width: 87.3 nm
peak depletion field: 0.135 MV/cm
rough breakdown field: 0.5 MV/cm
potential drop over 1 nm at peak field: 13.5 meV
plateau shift from depletion curvature: 9.9e-07 eV
image-force lowering: 40.8 meV
mass along [111]: 0.258 electron masses
tunnelling energy E00: 3.4 meV
thermal energy: 25.9 meV
Fermi level below conduction band: 0.146 eV
gap decrease from 0 K to 300 K: 45 meV
every check passed
```
